# Normal-emission photoemission linewidth from hole and photoelectron lifetimes

## 1. What goes wrong if the linewidth is read as a hole lifetime

A GW calculation gives the decay rate of a hole left in an occupied band. It seems natural to compare it with the width $W$ of a photoemission line, using $\tau=\hbar/W$. In the model metal of section 8 the line is 0.57 eV wide, which would give 1.15 fs. The hole in that model lives 3.29 fs. The reading is wrong by almost a factor of three, although the spectrum contains no instrumental broadening.

The missing ingredient is the photoelectron. It also has a finite lifetime inside the solid, so it is emitted from a thin region below the surface, and its wavevector along the surface normal is uncertain. A dispersing hole band turns that uncertainty into an energy width. For emission along the normal at fixed photon energy the result is

$$
W=\frac{\Gamma_h/|v_h|+\Gamma_e/|v_e|}{\left|1/v_h-1/v_e\right|}. \tag{1}
$$

Speeds stand in the numerator and signed velocities in the denominator. The derivation shows why.

## 2. Conventions and assumptions

The solid fills $z<0$, and $z$ points outward. The wavevector parallel to the surface is zero, and $k$ is the component along $z$. An electron of final energy $E$ comes from initial energy $E_i=E-\hbar\omega$.

All widths are full widths at half maximum. A state of energy width $\Gamma$ has an amplitude decaying as $e^{-\Gamma t/2\hbar}$, a probability decaying as $e^{-\Gamma t/\hbar}$, and a lifetime $\hbar/\Gamma$. The subscripts $h$ and $e$ denote hole and photoelectron.

The velocities are band slopes, $v=\hbar^{-1}dE/dk$, taken at the wavevector $k_0$ where the photon connects the two bands vertically. The emitted electron moves outward, so $v_e>0$. The slope $v_h$ of the occupied band may have either sign. Wavevectors are written in the extended zone: a reciprocal lattice vector is added to the hole wavevector so that it lies near that of the photoelectron.

Across the line we assume one hole band and one final band, both straight, with constant widths and a constant dipole factor. We also require $v_h\neq0$ and $v_h\neq v_e$.

## 3. The hole: from self-energy to a width in wavevector

Let $\varepsilon_0(k)$ be the band energy before the self-energy $\Sigma(E)$ is added. In GW, $\Sigma$ is taken to first order in the screened interaction, and its imaginary part describes decay of the hole into other holes plus electronic excitations. The Green's function is

$$
G(k,E)=\frac{1}{E-\varepsilon_0(k)-\Sigma(E)} .
$$

In the time-ordered convention $\mathrm{Im}\,\Sigma>0$ for a hole. The quasiparticle energy $E_h(k)$ solves $E_h-\varepsilon_0(k)-\mathrm{Re}\,\Sigma(E_h)=0$. Expanding $\mathrm{Re}\,\Sigma$ to first order about $E_h$, and holding $\mathrm{Im}\,\Sigma$ constant, the denominator becomes

$$
(E-E_h)\left(1-\frac{\partial\,\mathrm{Re}\,\Sigma}{\partial E}\right)-i\,\mathrm{Im}\,\Sigma
=\frac1Z\left[E-E_h-iZ\,\mathrm{Im}\,\Sigma\right],
$$

with $Z=(1-\partial\,\mathrm{Re}\,\Sigma/\partial E)^{-1}$. The spectral function $A_h=\mathrm{Im}\,G/\pi$ is therefore

$$
A_h(k,E)=\frac{Z}{\pi}\,\frac{\Gamma_h/2}{(E-E_h)^2+\Gamma_h^2/4},
\qquad \Gamma_h=2Z|\mathrm{Im}\,\Sigma| . \tag{2}
$$

Now hold the energy fixed and vary $k$. Let $k_h(E)$ be the wavevector at which the band has energy $E$. For a straight band $E-E_h(k)=-\hbar v_h[k-k_h(E)]$. With the normalized Lorentzian

$$
L_a(q)=\frac1\pi\frac{a}{q^2+a^2},
$$

equation (2) becomes

$$
A_h=\frac{Z}{\hbar|v_h|}\,L_\gamma(k-k_h),\qquad
\gamma=\frac{\Gamma_h}{2\hbar|v_h|}. \tag{3}
$$

The speed appears because a half-width is positive whichever way the band slopes.

For a self-energy independent of $k$, differentiating the quasiparticle equation gives $\hbar v_h/Z=d\varepsilon_0/dk$. The factor $Z$ then cancels in $\Gamma_h/|v_h|$: the width in wavevector depends on $|\mathrm{Im}\,\Sigma|$ and the bare slope. The energy width does contain $Z$.

These relations were tested on a self-energy with a single pole, for which $Z=0.920$. The spectrum had an energy width of 0.1639 eV, equal to $2Z|\mathrm{Im}\,\Sigma|$ at this precision. The wavevector width was 0.7736 nm$^{-1}$, equal to $\Gamma_h/(\hbar|v_h|)$ with $\Gamma_h=2Z|\mathrm{Im}\,\Sigma|$; using the energy width measured on the spectrum instead gives 0.7734 nm$^{-1}$.

## 4. The photoelectron: real energy, complex wavevector

The detector selects a real energy $E$. Inside the solid the electron quasiparticle has complex energy $E_e(k)-i\Gamma_e/2$. The two agree only if the wavevector is complex, $k=k_e+i\kappa$:

$$
E=E_e(k_e+i\kappa)-\frac{i\Gamma_e}{2}
\simeq E_e(k_e)+i\hbar v_e\kappa-\frac{i\Gamma_e}{2}.
$$

The real part fixes $k_e(E)$. The imaginary part must vanish, so

$$
\kappa=\frac{\Gamma_e}{2\hbar|v_e|}. \tag{4}
$$

The final state of photoemission is the time reverse of a state in which an electron beam enters the solid. The entering wave moves towards negative $z$ and is damped with depth: $e^{-i(k_e+i\kappa)z}=e^{-ik_ez}e^{\kappa z}$. Time reversal is complex conjugation here, which gives

$$
\phi(z)=e^{ik_ez}e^{\kappa z},\qquad z<0 .
$$

The intensity $|\phi|^2=e^{2\kappa z}$ is the probability that an electron excited at depth $|z|$ reaches the surface without losing energy. The escape length is $1/(2\kappa)=\hbar|v_e|/\Gamma_e$. Electrons that do lose energy leave the line and appear at lower energy.

The transition amplitude from a hole state of wavevector $k$, with constant dipole factor $D$, is

$$
M(k)=D\int_{-\infty}^{0}\phi^*(z)\,e^{ikz}\,dz
=D\int_{-\infty}^{0}e^{[\kappa+i(k-k_e)]z}\,dz
=\frac{D}{\kappa+i(k-k_e)} .
$$

The lower limit contributes nothing because $\kappa>0$. Squaring,

$$
|M(k)|^2=\frac{|D|^2}{(k-k_e)^2+\kappa^2}
=\frac{\pi|D|^2}{\kappa}\,L_\kappa(k-k_e). \tag{5}
$$

The surface and the damping together relax conservation of $k$: initial states within about $\kappa$ of $k_e$ contribute. The cell-periodic parts of the Bloch functions are absorbed in $D$.

## 5. Adding the two widths

In the golden rule for a damped hole, the sharp energy delta function is replaced by the spectral function. Deep in a crystal that function is diagonal in $k$, so the intensity is a single integral:

$$
I(E)\propto\int dk\,|M(k)|^2A_h(k,E-\hbar\omega)
=\frac{\pi|D|^2Z}{\kappa\hbar|v_h|}\int dk\,L_\kappa(k-k_e)\,L_\gamma(k-k_h). \tag{6}
$$

Here $k_e$ is evaluated at $E$ and $k_h$ at $E-\hbar\omega$. Near the surface the hole wave is also reflected, which couples $k$ to $-k$. Equation (6) drops this coupling; section 8 tests its effect together with those of band curvature and discrete layers.

To do the integral, take the Fourier transform of $L_a$. For $s>0$ close the contour in the upper half-plane, around the pole $q=ia$:

$$
\int dq\,L_a(q)e^{iqs}=2\pi i\,\frac a\pi\,\frac{e^{-as}}{2ia}=e^{-as}.
$$

For $s<0$ the lower pole gives $e^{-a|s|}$ in the same way. A convolution becomes a product of transforms, and $e^{-\kappa|s|}e^{-\gamma|s|}=e^{-(\kappa+\gamma)|s|}$. Since $L_a$ is even, the integral in (6) is

$$
\int dk\,L_\kappa(k-k_e)L_\gamma(k-k_h)=L_{\kappa+\gamma}(k_h-k_e). \tag{7}
$$

The half-widths in wavevector add linearly. This is the numerator of (1).

## 6. Converting to energy at fixed photon energy

Let the final energy differ by $\delta E$ from that of the vertical transition. At fixed $\hbar\omega$ the initial energy shifts by the same amount. Both resonant wavevectors move:

$$
k_h=k_0+\frac{\delta E}{\hbar v_h},\qquad
k_e=k_0+\frac{\delta E}{\hbar v_e},
$$

$$
k_h-k_e=\frac{\delta E}{\hbar}\left(\frac1{v_h}-\frac1{v_e}\right). \tag{8}
$$

Here the direction of motion matters, so the velocities keep their signs. The intensity has fallen to half when $|k_h-k_e|=\kappa+\gamma$. The full width is twice the corresponding $|\delta E|$:

$$
W=\frac{2\hbar(\kappa+\gamma)}{|1/v_h-1/v_e|}.
$$

Inserting $2\hbar\gamma=\Gamma_h/|v_h|$ and $2\hbar\kappa=\Gamma_e/|v_e|$ gives (1). Multiplying numerator and denominator by $|v_h|$ gives a form convenient for numbers:

$$
W=\frac{\Gamma_h+|v_h/v_e|\,\Gamma_e}{|1-v_h/v_e|}. \tag{9}
$$

## 7. Limits, another scan, and failure

**Slow hole band.** As $v_h\to0$, (9) tends to $\Gamma_h$. A shift in $k$ then costs no energy, so the photoelectron's uncertainty does not matter. A band extremum is not this limit unless the band is very flat: the Lorentzian tails of (5) reach well beyond $\kappa$, so curvature contributes, and $k$ and $-k$ merge there, so reflection of the hole at the surface contributes as well. With the bands and widths of section 8 and the photon energy lowered to reach the extremum at $kd=2\pi$, the line is 0.29 eV wide with reflection and 0.24 eV without, against $\Gamma_h=0.20$ eV. For small but finite $|v_h|/v_e$ the denominator of (9) is close to one and $W\simeq\Gamma_h+|v_h/v_e|\Gamma_e$, which differs from (9) by a fraction $|v_h/v_e|$ of $W$.

**Opposite velocities.** If $v_h<0$, the denominator of (1) is $1/|v_h|+1/v_e$. The linewidth is then a weighted mean of $\Gamma_h$ and $\Gamma_e$, with the inverse speeds as weights. It is smaller than the hole width whenever $\Gamma_e<\Gamma_h$. With $\Gamma_h=1.00$ eV, $\Gamma_e=0.20$ eV and a photoelectron twice as fast as the hole band, the weights are $2/3$ and $1/3$, and $W=0.733$ eV. The width measured on the numerically integrated spectrum (6) was the same. The line is narrower than the hole width because a change of energy moves $k_h$ and $k_e$ in opposite directions, so they lose overlap quickly, while the small $\Gamma_e$ adds little width in wavevector. These numbers only illustrate the formula: in ordinary valence-band emission from a metal $\Gamma_e$ exceeds $\Gamma_h$, as in section 8, and the line at normal emission is then wider than the hole width.

**Nearly parallel bands.** If $v_h$ approaches $v_e$, the two wavevectors move together and (1) diverges. The divergence belongs to the straight-band assumption. With curvature, (8) becomes $k_h-k_e=a\,\delta E+\tfrac12b\,\delta E^2$, where $a=(1/v_h-1/v_e)/\hbar$ and $b$ is the difference of the second derivatives $d^2k/dE^2$. At the half-maximum points $|\delta E|=W/2$, so (1) needs $|b|W/4\ll|a|$. When $a=0$ and $b\neq0$, half maximum occurs at $|b|\delta E^2/2=\kappa+\gamma$. The width is then finite, $2\sqrt{2(\kappa+\gamma)/|b|}$, if $\kappa$ and $\gamma$ are still treated as constant.

**Scanning the photon energy at fixed final energy.** Now $k_e$ stays put, and $k_h$ moves by $-\delta(\hbar\omega)/(\hbar v_h)$. Half maximum requires $|\delta(\hbar\omega)|=\hbar|v_h|(\kappa+\gamma)$, so the full width in photon energy is

$$
W_\omega=\Gamma_h+\left|\frac{v_h}{v_e}\right|\Gamma_e .
$$

The denominator of (9) has gone. It came from the motion of $k_e$ during the scan, and does not describe an additional decay.

## 8. Worked example: a d-like band

Take rough values in the regime of d-band emission from a close-packed rhodium surface: layer spacing $d=0.22$ nm, a band 2.0 eV wide centred 2.0 eV below the Fermi level, $\Gamma_h=0.20$ eV and $\Gamma_e=4.0$ eV. The photon energy is 40 eV. The final band is a free-electron parabola starting 10 eV below the Fermi level.

The hole band is $E_h(k)=E_c+2t\cos kd$, where $E_c$ is the band centre and $4|t|=2.0$ eV. Its velocity is $v_h=-(2td/\hbar)\sin kd$. Choosing $t<0$ or $t>0$ gives the two signs of $v_h$ at the transition, with all other inputs held fixed.

**Band moving outward.** The vertical transition lies at $E_i=-2.05$ eV. The photoelectron's kinetic energy above the bottom of its band is $40-2.05+10=47.95$ eV, which gives $k_0=35.48$ nm$^{-1}$ and $v_e=4.107$ nm/fs. The hole velocity is $v_h=0.334$ nm/fs. Their ratio is 0.0813, so

$$
W=\frac{0.20+0.0813\times4.0}{1-0.0813}\ \text{eV}
=\frac{0.5251}{0.9187}\ \text{eV}=0.572\ \text{eV}.
$$

The hole contributes 0.218 eV and the photoelectron 0.354 eV, or 62% of the total. In wavevector the contributions are 0.910 and 1.480 nm$^{-1}$. The escape length is 0.68 nm, about three layers.

**Band moving inward.** The ratio has almost the same size but the opposite sign:

$$
W=\frac{0.20+0.0812\times4.0}{1+0.0812}\ \text{eV}=0.485\ \text{eV}.
$$

The lifetimes are the same in both cases, yet the widths differ by about 0.09 eV. The sign of the band slope is therefore needed to extract a lifetime.

**Extracting the hole width.** Solving (9) gives

$$
\Gamma_h=W\left|1-\frac{v_h}{v_e}\right|-\left|\frac{v_h}{v_e}\right|\Gamma_e .
$$

An error of 10% in $\Gamma_e$, or 0.4 eV, changes the extracted $\Gamma_h$ by $0.0813\times0.4=0.033$ eV. That is 16% of the hole width. The formula itself also adds an error: applied to the linewidths of the layered half-space below, the inversion returns about 0.19 eV for both signs of $v_h$ instead of 0.20 eV. An error of 2% in $W$ becomes about 5% in $\Gamma_h$, because the photoelectron's share is subtracted.

**Test on a layered half-space.** The same bands were used in a semi-infinite stack of layers solved directly, including hole reflection, band curvature and discrete layers. With both lifetime widths reduced to 0.05 of their values, the measured linewidth agreed with (1) to better than 0.01% for both signs of $v_h$. At the actual widths the stack gives 0.559 eV for the outward case and 0.477 eV for the inward case. Relative to these values, (1) is too large by 2.2% and 1.7%. These small differences are partly a cancellation: without hole reflection the stack's line would be 2 to 3% wider than (1), not narrower. The net error is therefore not a bound on each neglected effect.

**Other neglected effects.** For the outward case:

- Letting $\Gamma_h$ grow as the square of the energy from the Fermi level lowers the stack result from 0.559 to 0.554 eV.
- Raising the emission amplitude of the top layer by 20% changes it by 0.001 eV.
- A lattice potential that varies along $z$ only, with every Fourier component equal to 2 eV, lowers $v_e$ by 1.2% at fixed $k_0$ and raises $W$ to 0.577 eV. In this one-dimensional model $k_0$ lies about midway between two zone-boundary gaps of the final band; close to a gap $v_e$ falls strongly and the free-electron value cannot be used. A real fcc crystal also has reciprocal vectors with in-plane components, and along [111] three such waves lie only about 5 eV from the final state. With components of 2 eV on the lowest two to four shells of fcc vectors, $v_e$ falls by 8 to 13% and (1) gives 0.60 to 0.63 eV; with 1 eV on the lowest two shells it falls by about 3%. The final state is then a mixture of plane waves, so these figures give only the size of the effect.
- At 1° off normal, the hole energy shifts by about 0.006 eV if the in-plane dispersion is as strong as that along $z$. The accompanying shift of the final band is not included.
- With the inputs used here, phonons have the largest effect in this list, with three-dimensional mixing of the final state of similar size. The high-temperature estimate $2\pi\lambda k_BT$, with coupling $\lambda=0.4$ at 300 K, adds 0.065 eV to $\Gamma_h$ and raises $W$ to 0.642 eV, an increase of 12%. Room temperature is not yet the high-temperature limit for a stiff metal: a Debye spectrum with a cutoff of 350 to 480 K and the same $\lambda$ gives 0.069 to 0.072 eV and $W$ near 0.65 eV.

**Comparison with real rhodium.** The layer spacing is close to that of the (111) surface, and an escape length of some tenths of a nanometre to a nanometre is ordinary for a metal at this electron energy. The band and the two lifetime widths are rough model inputs, not a computed band structure. Real rhodium has several d bands that hybridize and can overlap in energy, which breaks the one-band assumption. Unresolved neighbouring lines would broaden the observed feature by an amount set by their separation, which this model does not supply. At room temperature the phonon contribution alone moves the width by roughly a tenth, on the estimate above. A GW hole width should therefore be compared with a measured line after the photoelectron, phonon and instrumental contributions have been accounted for. The full set of values is in the numerical output below.

## Computed results

```
TESTS
pole self-energy: Z = 0.9197
  width 2Z|Im Sigma| = 0.1639 eV
  width measured on spectrum = 0.1639 eV
  momentum width measured = 0.7736 1/nm
  width/(hbar*velocity) = 0.7734 1/nm
linear bands, worst relative error = 4.4e-16
narrowing case: Gh = 1.00 eV, Ge = 0.20 eV, W = 0.7333 eV
EXAMPLE INPUTS (rough, Rh d-band regime)
photon energy = 40.0 eV
final-band bottom below Fermi level = 10.0 eV
layer spacing = 0.22 nm
hole band centre = -2.0 eV, full width = 2.0 eV
Gh = 0.20 eV, Ge = 4.00 eV
EXAMPLE RESULTS
escape length hbar*ve/Ge = 0.676 nm
kappa: complex k 0.7397, formula 0.7398 1/nm
hole momentum width = 0.910 1/nm
photoelectron momentum width = 1.480 1/nm
case vh>0: initial energy = -2.049 eV, k = 35.476 1/nm
  vh = 0.3338 nm/fs, ve = 4.1070 nm/fs
  hole part = 0.2177 eV, photoelectron part = 0.3539 eV
  linewidth W = 0.5716 eV
  hbar/W = 1.152 fs
  layered crystal/formula, widths x 0.05: 0.99995
  layered crystal, actual widths = 0.5592 eV
  same, Gh growing as energy squared = 0.5537 eV
  same, top-layer amplitude x 1.2 = 0.5600 eV
case vh<0: initial energy = -1.958 eV, k = 35.510 1/nm
  vh = -0.3339 nm/fs, ve = 4.1109 nm/fs
  hole part = 0.1850 eV, photoelectron part = 0.3005 eV
  linewidth W = 0.4855 eV
  hbar/W = 1.356 fs
  layered crystal/formula, widths x 0.05: 0.99996
  layered crystal, actual widths = 0.4774 eV
  same, Gh growing as energy squared = 0.4744 eV
  same, top-layer amplitude x 1.2 = 0.4801 eV
true hole lifetime hbar/Gh = 3.291 fs
OTHER NEGLECTED EFFECTS (case vh>0)
phonon width, coupling 0.4, 300 K = 0.0650 eV
  W with phonon width added to Gh = 0.6423 eV
ve change, 2 eV lattice potential = -1.24 %
  W with changed ve = 0.5767 eV
hole energy shift at 1 degree (work function 5 eV) = 0.0064 eV
```
